# Rotational diffusion constants of an asymmetric top from three relaxation times

## Problem

A rigid molecule without rotational symmetry turns in an isotropic liquid at equilibrium. Its body-fixed principal axes of rotational diffusion are $x,y,z$, with unit vectors $\mathbf u_x,\mathbf u_y,\mathbf u_z$. The rotation is made of many small, independent steps. In a short time $dt$ the body turns by a vector $\boldsymbol\phi$, whose components along its own axes obey

$$
\langle\phi_k\rangle=0,\qquad \langle\phi_k\phi_l\rangle=2D_k\,dt\,\delta_{kl},\qquad D_k>0 .
$$

Thus $D_k$ belongs to rotation about axis $k$, not to motion of that axis. The rank-one correlation function of axis $i$ is

$$
C_i(t)=\langle\mathbf u_i(0)\cdot\mathbf u_i(t)\rangle .
$$

Three polar variants of one molecular skeleton carry dipoles along $x$, $y$ and $z$. They are assumed to share the same three diffusion constants. Their single-molecule relaxation times at 300 K are $\tau_x=20$ ps, $\tau_y=10$ ps and $\tau_z=12.5$ ps.

(a) Find $C_i(t)$ and the relaxation rates $r_i=1/\tau_i$.

(b) Recover the diffusion constants, first in general and then for the data.

(c) Find necessary and sufficient inequalities for three positive rates to belong to such a top. With $\tau_x$ and $\tau_y$ held fixed, which values of $\tau_z$ are allowed? Is 25 ps among them?

(d) Each time has an independent standard error of 5% of its value. How well are the diffusion constants known?

(e) Do the inequalities distinguish small steps from large jumps?

(f) Estimate the effects of a $10^\circ$ error in the probe axes, of the internal electric field, and of inertia.

## Solution

### (a) From small rotations to relaxation rates

To second order, a rotation by $\boldsymbol\phi$ changes a body-fixed unit vector by

$$
d\mathbf u_i=\boldsymbol\phi\times\mathbf u_i+\tfrac12\,\boldsymbol\phi\times(\boldsymbol\phi\times\mathbf u_i).
$$

The second-order term must be kept because $\langle\phi_k^2\rangle$ is of first order in $dt$. The linear term averages to zero. For the other, the vector triple product gives

$$
\boldsymbol\phi\times(\boldsymbol\phi\times\mathbf u_i)
=\boldsymbol\phi\,(\boldsymbol\phi\cdot\mathbf u_i)-\phi^2\mathbf u_i .
$$

Since $\boldsymbol\phi\cdot\mathbf u_i=\phi_i$ and different components are uncorrelated, the average for a given orientation is

$$
\langle d\mathbf u_i\rangle
=\tfrac12\left[2D_i-2(D_x+D_y+D_z)\right]\mathbf u_i\,dt
=-(D_j+D_k)\,\mathbf u_i\,dt,
$$

where $i,j,k$ are all different. Rotation about axis $i$ leaves $\mathbf u_i$ unmoved, which is why $D_i$ has cancelled.

The next step is independent of the earlier ones. Taking the scalar product with $\mathbf u_i(0)$ and averaging over the earlier motion therefore gives

$$
\frac{dC_i}{dt}=-(D_j+D_k)C_i,\qquad C_i(0)=1 .
$$

Hence

$$
C_i(t)=e^{-r_it},\qquad r_i=\frac1{\tau_i}=D_j+D_k .
$$

The same argument gives $\langle\mathbf u_i(t)\rangle=e^{-r_it}\mathbf u_i(0)$ for a given initial orientation, so different principal axes have no cross-correlation. A dipole along $\mathbf n=\sum_i n_i\mathbf u_i$ then has

$$
C_{\mathbf n}(t)=\sum_i n_i^2e^{-r_it}.
$$

In general this is a sum of up to three exponentials. A dipole on a principal axis gives one exponential even though the molecule is asymmetric, so a single Debye process does not establish isotropic rotation.

### (b) Inversion

The three equations are

$$
r_x=D_y+D_z,\qquad r_y=D_z+D_x,\qquad r_z=D_x+D_y .
$$

Each diffusion constant occurs twice in their sum, so

$$
\tfrac12(r_x+r_y+r_z)=D_x+D_y+D_z .
$$

Subtracting $r_i=D_j+D_k$ leaves

$$
\boxed{D_i=\tfrac12(r_j+r_k-r_i)}.
$$

For the data, $r_x=50$, $r_y=100$ and $r_z=80\ \mathrm{ns^{-1}}$. Half their sum is $115\ \mathrm{ns^{-1}}$, and therefore

$$
\begin{aligned}
D_x&=115-50=65\ \mathrm{ns^{-1}}=6.5\times10^{10}\ \mathrm{s^{-1}},\\
D_y&=115-100=15\ \mathrm{ns^{-1}}=1.5\times10^{10}\ \mathrm{s^{-1}},\\
D_z&=115-80=35\ \mathrm{ns^{-1}}=3.5\times10^{10}\ \mathrm{s^{-1}}.
\end{aligned}
$$

The order of the constants reverses that of the rates, because subtracting two inversion formulas gives $D_i-D_j=r_j-r_i$. The $y$ dipole relaxes fastest because rotation about $y$, the slowest of the three, is the one that cannot move it.

As a test, these constants were put into a walk of finite random rotations. Its decay rates, extrapolated to zero step length, returned 65.000, 15.000 and 35.000 $\mathrm{ns^{-1}}$ on inversion.

Two limits are useful. If all rates equal $r$, then every $D_i=r/2$. If $r_x=r_y$, the top is symmetric about $z$, with

$$
D_x=D_y=\frac{r_z}{2},\qquad D_z=r_x-\frac{r_z}{2}.
$$

### (c) The triangle inequalities

Positive diffusion constants require

$$
\boxed{r_x<r_y+r_z,\qquad r_y<r_z+r_x,\qquad r_z<r_x+r_y}.
$$

These conditions are also sufficient. If they hold, the inversion formula supplies three positive constants, and adding any two of them gives back the corresponding rate:

$$
D_i+D_j=\tfrac12(r_j+r_k-r_i)+\tfrac12(r_i+r_k-r_j)=r_k .
$$

The three rates must thus be able to form the sides of a triangle. Equality is the limit in which rotation about one axis stops.

At most one inequality can fail for positive rates. Two non-positive constants $D_i$ and $D_j$ would have a non-positive sum, whereas that sum equals $r_k>0$. It is therefore enough to test the largest rate against the sum of the other two.

Given $r_x$ and $r_y$, the three conditions combine into

$$
|r_x-r_y|<r_z<r_x+r_y .
$$

Taking reciprocals reverses the order. For $r_x\ne r_y$,

$$
\frac1{r_x+r_y}<\tau_z<\frac1{|r_x-r_y|}.
$$

If $r_x=r_y$, there is no finite upper limit. Here the sum is $150\ \mathrm{ns^{-1}}$ and the difference is $50\ \mathrm{ns^{-1}}$, so

$$
6.67\ \mathrm{ps}<\tau_z<20\ \mathrm{ps}.
$$

The value 25 ps lies outside. It gives $r_z=40\ \mathrm{ns^{-1}}$ and

$$
D_y=\tfrac12(50+40-100)=-5\ \mathrm{ns^{-1}},
$$

although $D_x=45$ and $D_z=55\ \mathrm{ns^{-1}}$ look harmless. No top of the assumed kind has exactly these three times. Whether a measured set is to be rejected depends also on its errors.

### (d) Experimental error

From $r_i=1/\tau_i$, a small error obeys $\delta r_i=-\delta\tau_i/\tau_i^2$. A fractional standard error $p$ in each time therefore gives $\sigma(r_i)=p\,r_i$. Each $D_i$ contains all three rates with coefficients $\pm\tfrac12$. For independent errors the variances add, and the signs disappear on squaring:

$$
\sigma(D_i)=\frac p2\sqrt{r_x^2+r_y^2+r_z^2}.
$$

The absolute error is the same for every axis, but the three errors are not independent: the correlation coefficient of $D_y$ and $D_z$ is $(r_x^2-r_y^2-r_z^2)/(r_x^2+r_y^2+r_z^2)=-0.74$ for these data. With $p=0.05$,

$$
\sigma(D_i)=0.025\sqrt{50^2+100^2+80^2}\ \mathrm{ns^{-1}}=3.44\ \mathrm{ns^{-1}} .
$$

Relative to their own values, $D_x$, $D_y$ and $D_z$ are uncertain by 5.3%, 22.9% and 9.8%. The smallest constant suffers most because it is a small difference between larger rates. It nevertheless lies 4.36 standard errors above zero.

For the set with $\tau_z=25$ ps, the same formula gives $0.025\sqrt{50^2+100^2+40^2}=2.97\ \mathrm{ns^{-1}}$. The value $D_y=-5\ \mathrm{ns^{-1}}$ is then about 1.7 standard errors below zero. The central values are forbidden, but a top with $D_y$ close to zero would give a value this low in about 4.5% of data sets with 5% errors. This is borderline evidence against the model. The times should be measured better before a physical cause is sought.

### (e) Large jumps

Suppose instead that the molecule makes independent jumps at mean rate $\Gamma$. Each jump turns it by an angle $\theta$ about a body-frame direction $\mathbf m$. Let the jump distribution be unchanged when the sign of any one component of $\mathbf m$ is reversed. The rotation matrix has elements

$$
R_{ij}=\cos\theta\,\delta_{ij}+(1-\cos\theta)m_im_j-\sin\theta\sum_k\epsilon_{ijk}m_k .
$$

The assumed symmetry removes the averages of its off-diagonal elements. The diagonal ones give

$$
1-R_{ii}=(1-\cos\theta)(1-m_i^2)=(1-\cos\theta)(m_j^2+m_k^2).
$$

Each jump multiplies the mean of $\mathbf u_i$ by $\langle R_{ii}\rangle$. Jumps occur at rate $\Gamma$, so the decay is exponential with

$$
r_i=\Gamma\langle1-R_{ii}\rangle=K_j+K_k,\qquad
K_i=\Gamma\langle(1-\cos\theta)m_i^2\rangle\ge0 .
$$

These are the equations of part (b) with $K_i$ in place of $D_i$. The rates obey the same triangle inequalities, with equality allowed if some $K_i$ vanishes. Rank-one times along the three axes therefore cannot separate this class of jumps from small-step diffusion. For small angles $1-\cos\theta\simeq\theta^2/2$, and $K_i$ becomes the diffusion constant. For large jumps it is not half the mean square angle per unit time.

Satisfying the inequalities is thus a consistency condition, not proof of small-step diffusion. A violation well beyond error points elsewhere: to variants that do not share one set of constants, to dipoles that do not lie along the principal axes, to a time that belongs to some other process, or to motion outside both models. Merely exchanging the labels of the axes cannot cause a violation, because the three conditions together are symmetric in the rates.

### (f) Three neglected effects

**Tilted probes.** Let the $x$ and $y$ probes be turned together by $\alpha=10^\circ$ about $z$. Their decays now contain two exponentials, so the meaning of "relaxation time" must be chosen. For the area under the correlation function,

$$
\int_0^\infty C_{\mathbf n}(t)\,dt=\sum_i n_i^2\tau_i .
$$

The two affected times become

$$
\begin{aligned}
\tau_x'&=\tau_x\cos^2\alpha+\tau_y\sin^2\alpha=19.70\ \mathrm{ps},\\
\tau_y'&=\tau_x\sin^2\alpha+\tau_y\cos^2\alpha=10.30\ \mathrm{ps}.
\end{aligned}
$$

Using them as if they belonged to principal axes yields apparent constants 63.15, 16.85 and 33.92 $\mathrm{ns^{-1}}$. The changes from the true values are $-2.8\%$, $+12.3\%$ and $-3.1\%$. For this tilt the smallest constant is again the most sensitive; for other tilt directions it need not be.

**Internal field.** A dielectric measurement sees the liquid's permittivity, not $C_i(t)$ itself. Debye's estimate uses the Lorentz internal field and, with time dependence $e^{i\omega t}$, reads

$$
\frac{\varepsilon-1}{\varepsilon+2}=a+\frac{b-a}{1+i\omega\tau},\qquad
a=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2},\qquad
b=\frac{\varepsilon_s-1}{\varepsilon_s+2}.
$$

Here $\varepsilon_s$ and $\varepsilon_\infty$ are the relative permittivities below and above the relaxation. Calling the left side $q$, we have $\varepsilon=(1+2q)/(1-q)$ and $q=(b+i\omega\tau a)/(1+i\omega\tau)$. Therefore

$$
\varepsilon=\frac{(1+2b)+i\omega\tau(1+2a)}{(1-b)+i\omega\tau(1-a)} .
$$

The denominator is proportional to $1+i\omega\tau_M$, where

$$
\frac{\tau_M}{\tau}=\frac{1-a}{1-b}=\frac{\varepsilon_s+2}{\varepsilon_\infty+2},
$$

because $1-a=3/(\varepsilon_\infty+2)$ and $1-b=3/(\varepsilon_s+2)$. For a dilute solution with $\varepsilon_s=2.3$ and $\varepsilon_\infty=2.2$, the ratio is $4.3/4.2=1.024$. Uncorrected dielectric times would make every $D_i$ too small by 2.3%, if all three solutions have these permittivities. The figure belongs to the Lorentz field; the Powles factor $3\varepsilon_s/(2\varepsilon_s+\varepsilon_\infty)$ gives 1.015 instead. Unequal factors matter more: if only the $y$ solution carried the factor 1.024, the inferred $D_y$ would be 7.8% too large. A common factor cannot change whether the inequalities hold.

**Inertia.** The diffusion model lets angular velocity be forgotten at once. To size the error, take principal moments of inertia $I_x,I_y,I_z=300,500,600$ amu Å$^2$ along the same axes. For cyclic $(k,a,b)$ the angular velocity obeys

$$
I_k\dot\omega_k=(I_a-I_b)\omega_a\omega_b-\frac{k_BT}{D_k}\omega_k+\text{thermal noise}.
$$

The noise maintains $\langle\omega_k^2\rangle=k_BT/I_k$. The damping times $D_kI_k/(k_BT)$ are 0.078, 0.030 and 0.084 ps, much shorter than the relaxation times. This equation was solved numerically together with $\dot{\mathbf u}_i=\boldsymbol\omega\times\mathbf u_i$, by expanding the dependence on angular velocity in Hermite polynomials.

The area times become 20.068, 10.055 and 12.575 ps. Inverting them changes $D_x,D_y,D_z$ by $-0.66\%$, $-0.34\%$ and $-0.34\%$. If the slowest decay rates are used instead, the changes are $+0.17\%$, $-0.98\%$ and $+0.42\%$. The signs differ for $x$ and $z$ because the early motion raises the amplitude of the slow exponential slightly above one, to between 1.003 and 1.008. The area contains this amplitude; the decay rate does not. Either way the correction is below 1% in this model, whose friction has no memory. In a real liquid the torques can persist for as long as the damping times found here, or longer, so the correction may differ in size and sign. Enlarging the basis from five to six functions per velocity component changed the area times by at most $2.2\times10^{-11}$ of their values.

### The model beside a real solution

The chosen times have a plausible order of magnitude for a small molecule in a thin liquid. A sphere of volume $V$ that drags the adjacent liquid fully along has $\tau=3V\eta/(k_BT)$, where $\eta$ is the viscosity. With $V=110$ Å$^3$, roughly the size of nitrobenzene, and $\eta=0.3$ mPa s, this gives 24 ps at 300 K. Slip at the surface would shorten the time, while a more viscous liquid would lengthen it. The model's loss peaks, at $1/(2\pi\tau_i)=8.0$, 15.9 and 12.7 GHz, lie in the microwave range. Nitrobenzene itself cannot supply the three measurements, since its dipole lies along one axis. The skeleton here is a nonplanar model, and its ratio $D_x/D_y\simeq4.3$ was chosen to make the anisotropy plain, not as a typical value. A uniform ellipsoid with the moments of inertia used above, dragging the adjacent liquid fully along, would have $D_x:D_y:D_z=1.52:1.06:1$, so the constants and the moments of this model do not describe one such body.

One assumption that needs its own check is that moving a polar group leaves all three diffusion constants unchanged. Suppose that the $y$ variant alone relaxes 5% faster than the common skeleton would. Then $r_y$ is too large by $5\ \mathrm{ns^{-1}}$, and the inferred $D_y$ is too small by $2.5\ \mathrm{ns^{-1}}$, or 17% of its value. That exceeds each of the three effects sized in part (f). Correlations between dipoles and the solvent's own slow response are also left out; dilution reduces the first but does not by itself remove the second. The numerical output gives further digits and the intermediate values.

## Computed results

```
Triples are in the order x, y, z
relaxation times: 20.0, 10.0, 12.5 ps
loss-peak frequencies: 7.96, 15.92, 12.73 GHz
relaxation rates: 50.0, 100.0, 80.0 1/ns
half the sum of rates: 115.0 1/ns
diffusion constants D: 65.00, 15.00, 35.00 1/ns
D converted: 6.50e+10, 1.50e+10, 3.50e+10 1/s
D recovered from random walk: 65.000, 15.000, 35.000 1/ns
allowed tau_z, lower and upper: 6.67, 20.00 ps
rejected times: 20.0, 10.0, 25.0 ps
rejected rates: 50.0, 100.0, 40.0 1/ns
D from rejected times: 45.00, -5.00, 55.00 1/ns
random triples allowed: 311 of 600
timing error: 5.0 %
error of each D: 3.44 1/ns
relative errors of D: 5.3, 22.9, 9.8 %
D_y divided by its error: 4.36 (no unit)
tilt of x and y probes: 10.0 degrees
area times with tilt: 19.698, 10.302, 12.500 ps
apparent D with tilt: 63.15, 16.85, 33.92 1/ns
tilt change of D: -2.8, 12.3, -3.1 %
static and high-frequency permittivity: 2.3, 2.2 (no unit)
measured over molecular time: 1.0238 (no unit)
internal-field change of D: -2.33, -2.33, -2.33 %
temperature: 300 K
moments of inertia: 300, 500, 600 amu angstrom^2
angular-velocity memory times: 0.0782, 0.0301, 0.0842 ps
inertial ratios D^2 I/kT: 0.00508, 0.00045, 0.00295 (no unit)
area times with inertia: 20.0682, 10.0549, 12.5750 ps
D from inertial area times: 64.573, 14.950, 34.880 1/ns
change of D, area times: -0.66, -0.34, -0.34 %
slowest rates with inertia: 49.999, 100.255, 79.961 1/ns
D from slowest inertial rates: 65.108, 14.853, 35.146 1/ns
change of D, slowest rates: 0.17, -0.98, 0.42 %
largest relative basis shift, 5 to 6 functions: 2.2e-11
heavy-top test time: 10.0 ps
heavy-top correlations, simulated: 0.685, 0.485, 0.563 (no unit)
heavy-top correlations, matrix: 0.687, 0.483, 0.559 (no unit)
same without inertia: 0.607, 0.368, 0.449 (no unit)
```
